# Is Matthiessen's rule exact for independent scattering mechanisms?

## Question

I am working out the resistivity of a lightly doped semiconductor in which carriers scatter from acoustic phonons and from ionized impurities. With each mechanism alone I find the same resistivity, about 0.47 Ω cm. The mechanisms are independent, so their transition rates add. Resistivity is proportional to scattering rate, so I would add the two resistivities and report 0.94 Ω cm.

Is that addition exact once the mechanisms are independent? If not, does the error have a definite sign, how large can it be, and when does it vanish?

## Answer

The rates do add, but they add for each carrier state separately. Resistivity is the inverse of an average over states, and an inverse average does not inherit the additivity. Independence gives an inequality: the true resistivity is at least the sum of the parts. Equality requires a single shape of distribution in the field that solves the transport problem of each mechanism alone; the two separate responses may differ only by parts that one of the mechanisms does not relax, such as valley populations under purely intravalley scattering.

### A case that can be done by hand

Take two equally large groups of carriers, with the same velocities and no scattering between the groups. In units where the other factors are one, the conductivity is the mean of the inverse rates. Let mechanism 1 scatter the groups at rates \((1,M)\), and mechanism 2 at rates \((M,1)\). Each alone gives

\[
\rho_1=\rho_2=\left[\tfrac12\left(1+\tfrac1M\right)\right]^{-1}=\frac{2M}{M+1}.
\]

With both present, each group has the rate \(M+1\), so \(\rho=M+1\) and

\[
\frac{\rho}{\rho_1+\rho_2}=\frac{(M+1)^2}{4M}.
\]

For \(M=9\) the parts are 1.8 each, yet the total is 10, which is 2.78 times their sum. The ratio grows without limit as \(M\) grows. Either mechanism alone leaves one group nearly free, and that group carries the current. Together they leave no such group. Within a group the mechanisms act in series, while the groups conduct in parallel.

### The linearized Boltzmann equation

I use atomic units, \(\hbar=1\), and these assumptions: the bands, carrier density and equilibrium occupation \(f_0\) are the same with one mechanism or both; there is no magnetic field; the scatterers, including the phonons, stay in equilibrium; and the rates add without interference.

For a weak field \(E\) along \(x\), write

\[
f_k=f_{0k}+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)_k\phi_k,
\qquad
-\frac{\partial f_0}{\partial\varepsilon}=\frac{f_0(1-f_0)}{kT}.
\]

Let \(w_{kk'}\) be the rate constant for \(k\to k'\). I also assume detailed balance for each pair of states. It holds for golden-rule rates from scatterers in equilibrium, but can fail at higher order, where skew scattering makes the rates asymmetric. It says that the equilibrium flow is the same both ways:

\[
\Pi_{kk'}=w_{kk'}f_{0k}(1-f_{0k'})=w_{k'k}f_{0k'}(1-f_{0k})=\Pi_{k'k}.
\]

The net flow from \(k\) to \(k'\) is

\[
(1-f_k)(1-f_{k'})\left[w_{kk'}\frac{f_k}{1-f_k}-w_{k'k}\frac{f_{k'}}{1-f_{k'}}\right].
\]

To first order, \(f/(1-f)=[f_0/(1-f_0)](1+\phi/kT)\). The bracket vanishes in equilibrium, so the prefactor may be taken at equilibrium, and the net flow becomes \(\Pi_{kk'}(\phi_k-\phi_{k'})/kT\). Define the collision operator \(P\) by

\[
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)_k(P\phi)_k=\frac1{kT}\sum_{k'}\Pi_{kk'}(\phi_k-\phi_{k'}).
\]

The collision term in \(df_k/dt\) is minus this expression. In the steady state it equals the field term \(qEv_x\,\partial f_0/\partial\varepsilon\), where \(q\) is the carrier charge. The two minus signs cancel, leaving

\[
P\phi=EX,\qquad X=qv_x.
\]

With the inner product

\[
\langle f,g\rangle=\frac2V\sum_k\left(-\frac{\partial f_0}{\partial\varepsilon}\right)_k f_kg_k,
\]

where the 2 counts spin, the current density is \(\langle X,\phi\rangle\), because \(f_0\) carries none. Hence \(\sigma=\langle X,P^{-1}X\rangle\). I define \(\rho=1/\sigma\) for this field direction; along a principal axis it is the usual resistivity.

Averaging \(\langle g,P\phi\rangle\) with the same sum after exchanging \(k\) and \(k'\) gives

\[
\langle g,P\phi\rangle=\frac1{VkT}\sum_{kk'}\Pi_{kk'}(g_k-g_{k'})(\phi_k-\phi_{k'}).
\]

So \(P\) is symmetric, and \(\langle\phi,P\phi\rangle\ge0\). A constant \(\phi\) is a null vector, which expresses particle conservation; \(P^{-1}X\) means any solution, since null vectors carry no current when a solution exists. Finally, \(\Pi=\Pi_1+\Pi_2\) gives \(P=P_1+P_2\). This is the correct content of "the rates add".

### The inequality and the exact excess

Scale the response to unit current: \(\chi=\rho P^{-1}X\). Then

\[
P\chi=\rho X,\qquad \langle\chi,X\rangle=\rho\sigma=1,\qquad \langle\chi,P\chi\rangle=\rho.
\]

Take any trial function \(u\) with \(\langle u,X\rangle=1\), and put \(d=u-\chi\), so that \(\langle d,X\rangle=0\). Because \(P\) is symmetric,

\[
\begin{aligned}
\langle u,Pu\rangle&=\langle\chi,P\chi\rangle+2\langle d,P\chi\rangle+\langle d,Pd\rangle\\
&=\rho+2\rho\langle d,X\rangle+\langle d,Pd\rangle\\
&=\rho+\langle u-\chi,P(u-\chi)\rangle .
\end{aligned}
\]

The last term is nonnegative. This is the variational principle: \(\rho\) is the smallest value of \(\langle u,Pu\rangle\) at unit current, and \(\chi\) attains it. Physically, \(\langle u,Pu\rangle\) is the dissipation at unit current density.

Now let \(\chi_1,\chi_2\) be the unit-current responses to the separate mechanisms, and \(\chi\) the response to both. Use \(\chi\) as the trial function for \(P_1\) and again for \(P_2\), then add the two identities. The left sides add to \(\langle\chi,P\chi\rangle=\rho\), so

\[
\rho-\rho_1-\rho_2=\sum_{i=1,2}\langle\chi-\chi_i,P_i(\chi-\chi_i)\rangle\ge0 .
\]

Each mechanism alone selects the distribution that is cheapest for itself. Together they must share one distribution, and each term on the right is the extra dissipation that one mechanism suffers from the compromise.

For equality both terms must vanish. By the pair sum, \(\chi-\chi_i\) must then take equal values on any two states that mechanism \(i\) connects, so \(P_i(\chi-\chi_i)=0\). Thus \(\chi\) solves both separate problems, and \(\chi_1\) and \(\chi_2\) agree up to null vectors. Conversely, if one \(u\) with unit current satisfies \(P_1u=\rho_1X\) and \(P_2u=\rho_2X\), then \((P_1+P_2)u=(\rho_1+\rho_2)X\), and the resistivities add exactly.

When relaxation times exist, in the sense that \(P_i\) acts on the current-carrying part of the distribution as multiplication by \(1/\tau_i\), we have \(\chi_i\propto\tau_iv_x\). The condition becomes that \(\tau_1/\tau_2\) is the same for all states that contribute to the current. Each time may still depend on energy or direction.

### Adding a little of a second mechanism

Using \(\chi_1\) as a trial function for the total gives an upper bound,

\[
\rho\le\rho_1+\langle\chi_1,P_2\chi_1\rangle .
\]

Now let the second mechanism have strength \(\lambda\), with total response \(\chi_\lambda\). The bound above, and \(\langle\chi_\lambda,P_1\chi_\lambda\rangle\ge\rho_1\), enclose the change:

\[
\langle\chi_\lambda,P_2\chi_\lambda\rangle\le\frac{\rho(\lambda)-\rho_1}{\lambda}\le\langle\chi_1,P_2\chi_1\rangle .
\]

If the left side tends to the right side as \(\lambda\to0\), the initial slope is \(\langle\chi_1,P_2\chi_1\rangle\). By the variational principle for \(P_2\), this is at least \(\rho_2\). A weak mechanism is thus weighted by the distribution of its host, and making it weaker does not by itself restore the rule for the increment.

### Different operators can still obey the rule

Consider 24 evenly spaced states on a Fermi circle, at angles \(\theta_j=2\pi(j+\tfrac12)/24\) from the field, in model units: \(\langle f,g\rangle\) is the mean of \(fg\) over the states, \(X=\cos\theta\), and \((P\phi)(\theta)\) is the mean over \(\theta'\) of \(W(\theta,\theta')[\phi(\theta)-\phi(\theta')]\). If \(W\) is an even function of \(\Delta=\theta'-\theta\) alone, then

\[
P\cos\theta=\overline{W(\Delta)[\cos\theta-\cos(\theta+\Delta)]}
=\overline{W(\Delta)(1-\cos\Delta)}\,\cos\theta ,
\]

since the \(\sin\Delta\) term averages to zero. Every such mechanism has the response \(\chi=2\cos\theta\). Isotropic scattering, \(W=1\), and forward scattering, \(W=e^{2\cos\Delta}\), are not proportional as operators, yet their resistivities 2.000 and 1.378 add to the computed total, 3.378.

Now replace forward scattering by scattering with hot spots,

\[
W=h(\theta)h(\theta')e^{\cos\Delta},\qquad h(\theta)=0.2+4\cos^4 2\theta .
\]

Its response is no longer a cosine, and the values that follow belong to this particular set of 24 angles; the hot-spot resistivity shifts by several per cent on a displaced or finer grid. The parts are 2.000 and 1.811, with sum 3.811, but the total is 4.569. The excess of 0.758 consists of 0.454 from the isotropic term and 0.304 from the hot-spot term. The initial slope on adding hot-spot scattering to the isotropic host is 4.017, more than twice the resistivity 1.811 that this mechanism has alone.

### Your semiconductor

Assume a parabolic band of mass \(m\) and Maxwell–Boltzmann carriers, so \(-\partial f_0/\partial\varepsilon=f_0/kT\). With a relaxation time, \(P^{-1}X=\tau X\). Put \(x=\varepsilon/kT\). The angular average of \(v_x^2\) is \(2\varepsilon/(3m)\), and the density of states is proportional to \(x^{1/2}\). Dividing by the same integral for the density \(n\),

\[
\sigma=nq^2\,\frac{2}{3m}\,
\frac{\int_0^\infty x^{3/2}e^{-x}\tau\,dx}{\int_0^\infty x^{1/2}e^{-x}dx}
=\frac{nq^2}{m}\langle\tau\rangle,
\]

\[
\langle\tau\rangle=\frac1{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\tau(x)\,dx,
\]

because \(\tfrac32\Gamma(3/2)=\Gamma(5/2)\). A bracket with a single argument always means this energy average; a bracket with two arguments is the inner product.

For quasi-elastic acoustic-phonon scattering with a constant matrix element, the rate follows the density of final states, so \(\tau_L=\tau_ax^{-1/2}\). For ionized impurities, the Rutherford cross-section varies as \(v^{-4}\) and the rate as \(v\cdot v^{-4}\), so \(\tau_I=\tau_ix^{3/2}\) if the Coulomb logarithm is held constant. Therefore

\[
\langle\tau_L\rangle=\frac{\tau_a}{\Gamma(5/2)},\qquad
\langle\tau_I\rangle=\frac{6\tau_i}{\Gamma(5/2)},\qquad
\frac{\rho_I}{\rho_L}=\frac{\tau_a}{6\tau_i}.
\]

I take \(m=0.3\) electron masses, \(n=10^{16}\) cm⁻³, \(T=300\) K, \(\tau_a=0.3\) ps and \(\tau_i=0.05\) ps. The fugacity is 0.0024, so Maxwell–Boltzmann statistics are adequate. Since \(\tau_a=6\tau_i\), both mean times are 0.2257 ps, and \(\rho=m/(nq^2\langle\tau\rangle)\) gives 0.472 Ω cm for each mechanism. The two times are chosen to reproduce your equal parts; they are not derived from a doping level. With a typical semiconductor dielectric constant, so short an impurity time requires several 10¹⁷ charged impurities per cm³ or more, hence strong compensation at this carrier density. With only 10¹⁶ impurities per cm³, their part at 300 K would be much smaller than the phonon part.

With both present the rates add at each energy. Setting \(a^2=\tau_a/\tau_i=6\rho_I/\rho_L\),

\[
\frac1\tau=\frac{x^{1/2}}{\tau_a}+\frac{x^{-3/2}}{\tau_i}
=\frac{x^{-3/2}(x^2+a^2)}{\tau_a},\qquad
\tau=\frac{\tau_ax^{3/2}}{x^2+a^2}.
\]

Here \(\langle\tau\rangle=0.0795\) ps, whereas simple addition of resistivities would require half of 0.2257 ps. The total is

\[
\rho=0.4717\times\frac{0.22568}{0.07952}=1.339\ \Omega\,\text{cm},
\]

or \(6.16\times10^4\) atomic units. The sum of the parts is 0.943 Ω cm. The excess, 0.395 Ω cm, is 42% of that sum.

The cause is visible in the relaxation times. Phonons alone leave slow carriers with the longest times; impurities alone favour fast ones. With both, \(\tau\) vanishes at low and high energy and peaks where \(\tfrac32(x^2+a^2)=2x^2\), that is at \(x=\sqrt3\,a\approx4.2\). Inserting \(\chi=(m/nq^2)(\tau/\langle\tau\rangle)X\) in the excess formula gives, for each mechanism,

\[
\frac{m}{nq^2}\left\langle\frac1{\tau_i}\left(\frac{\tau}{\langle\tau\rangle}-\frac{\tau_i}{\langle\tau_i\rangle}\right)^2\right\rangle,
\]

where the subscript \(i\) now stands for \(L\) or \(I\), and \(\tau_i\) for the full energy-dependent time. The phonon term is 0.232 Ω cm and the impurity term 0.163 Ω cm. They account for the whole excess.

### Other mixtures and the two limits

For a general mixture, \(\Gamma(2)=1\) gives

\[
\frac{\rho_L}{\rho}=\frac{\langle\tau\rangle}{\langle\tau_L\rangle}
=\int_0^\infty\frac{x^3e^{-x}}{x^2+a^2}dx
=1-a^2g(a),\qquad
g(a)=\int_0^\infty\frac{xe^{-x}}{x^2+a^2}dx .
\]

To evaluate \(g\), note that \(x/(x^2+a^2)\) is the real part of \(1/(x+ia)\). The pole at \(-ia\) lies outside the first quadrant, so the path may be turned to \(x=is\):

\[
g=\mathrm{Re}\int_0^\infty\frac{e^{-is}}{s+a}ds
=\int_a^\infty\frac{\cos(t-a)}{t}dt .
\]

Expanding the cosine and using the sine and cosine integrals,

\[
g(a)=-\mathrm{Ci}(a)\cos a+\left[\frac\pi2-\mathrm{Si}(a)\right]\sin a .
\]

The excess relative to \(\rho_L+\rho_I\) is then:

| \(\rho_I/\rho_L\) | Excess |
|---:|---:|
| 0.01 | 6.3% |
| 0.1 | 24% |
| 1 | 42% |
| 10 | 16% |
| 100 | 2.2% |

The largest value found is 42.4%, near \(\rho_I/\rho_L=0.77\). It belongs to this pair of power laws; the two-group example shows that there is no general ceiling.

**Weak phonon scattering in an impurity-limited sample.** For large \(a\), expand the denominator:

\[
\frac{\rho_L}{\rho}\simeq\frac{6}{a^2}-\frac{120}{a^4},\qquad
\frac{\rho}{\rho_L}\simeq\frac{a^2}{6}\left(1+\frac{20}{a^2}\right)
=\frac{\rho_I}{\rho_L}+\frac{10}{3}.
\]

Phonons raise the resistivity by \((10/3)\rho_L\), not by \(\rho_L\). At \(\rho_I/\rho_L=1000\) the computed factor is 3.32. The relative error of the rule for the total is small here, but its error for the phonon increment is more than a factor of three.

**Weak impurity scattering in a phonon-limited sample.** For small \(a\), \(\mathrm{Ci}(a)\simeq\gamma+\ln a\), with \(\gamma\) Euler's constant, and the sine term tends to zero. Thus

\[
\rho-\rho_L\simeq a^2g(a)\rho_L\simeq6\rho_I(-\gamma-\ln a).
\]

The rise per \(\rho_I\) grows logarithmically as impurities are removed, so there is no finite initial slope. Correspondingly, \(\langle\tau_L^2/\tau_I\rangle\) contains \(\int x^{-1}e^{-x}dx\), which diverges at low energy. At \(\rho_I/\rho_L=10^{-6}\) the computed factor is 32.63 and the formula gives 32.61. This limit relies on the slowest carriers, where a constant Coulomb logarithm is unreliable, so the divergence should be read as a property of the model.

The practical consequence already appears at a moderate ratio. At \(\rho_I/\rho_L=0.01\), the total is \(1.0735\rho_L\). Subtracting \(\rho_L\) and calling the remainder the impurity resistivity would overestimate \(\rho_I\) by a factor of about 7.3 in this model.

### When addition is a good approximation

In a degenerate metal, \(-\partial f_0/\partial\varepsilon\) selects a shell of width \(kT\) at the Fermi energy \(\varepsilon_F\). Suppose the surface is isotropic, both mechanisms have relaxation times, and these vary smoothly on the scale \(\varepsilon_F\). Within the shell, the shapes then differ by a relative amount of order \(kT/\varepsilon_F\). The excess is quadratic in that difference, so its relative size is of order \((kT/\varepsilon_F)^2\). Anisotropic scattering removes this protection, as the hot-spot case shows.

The sign of the error is guaranteed under the assumptions made above. If adding impurities also changes the carrier density, the bands or the screening of the other mechanism, or if scattering amplitudes interfere, the separate operators no longer add to the true one. A magnetic field adds an antisymmetric term to the equation, and the minimum argument no longer applies as given. A total below the sum of correctly determined parts therefore means that at least one assumption has failed.

For your two equal parts, this model gives about 1.3 Ω cm instead of 0.94. Treat that as an estimate: a Coulomb logarithm that grows with energy can reduce the excess noticeably, though it cannot change its sign. For a value to report, use the energy-dependent impurity rate for your actual impurity density, and add the rates before averaging over energy. The numerical output below gives the values in more detail.

## Table of computed values

```
Two equal carrier groups, rates (1,M) and (M,1), model units
  M=9: rho1=1.8000 rho2=1.8000 total=10.0000 total/sum=2.7778
  M=99: rho1=1.9800 rho2=1.9800 total=100.0000 total/sum=25.2525
Fermi circle, 24 states, model units
  rho isotropic = 2.00000, forward = 1.37790, hot-spot = 1.81095
  relative operator mismatch iso/forward = 0.2204
  iso+forward: total = 3.37790, sum = 3.37790
  iso+hot-spot: total = 4.56891, sum = 3.81095
  excess = 0.75797 = 0.45371 (iso term) + 0.30426 (hot term)
  minimum found by blind search = 4.56891
  upper bound from isotropic response = 6.01731
  initial slope on adding hot-spot rates = 4.01731
  300 random pairs: total/sum from 1.01855 to 1.15411
Parabolic band, phonons (L) and ionized impurities (I)
  mass = 0.3 m_e, n = 1e+16 cm^-3, T = 300 K
  tau_a = 0.3 ps, tau_i = 0.05 ps
  kT = 9.5004e-04 hartree, fugacity = 0.00243
  mean tau: L = 0.22568, I = 0.22568, both = 0.07952 ps
  rho_L = 0.47174 ohm cm, rho_I = 0.47174 ohm cm
  sum = 0.94348 ohm cm, total = 1.33871 ohm cm
  total in atomic units = 6.1579e+04
  excess = 0.39522 ohm cm = 41.89 % of the sum
  excess terms: L = 0.23177, I = 0.16345 ohm cm
  rho_I/rho_L   rho/rho_L   excess over sum in %
        0.01      1.07349         6.29
        0.10      1.36895        24.45
        0.50      2.11773        41.18
        1.00      2.83780        41.89
        2.00      4.09429        36.48
       10.00     12.71973        15.63
      100.00    103.22461         2.20
  largest excess = 42.37 % at rho_I/rho_L = 0.766
  weak phonons in impurity host (rho_I/rho_L = 1000): rise/rho_L = 3.3213
  weak impurities in phonon host (rho_I/rho_L = 1e-06): rise/rho_I = 32.632
  logarithmic formula for that rise/rho_I = 32.608
```
